# A failing check and its repair

Subject: C60 as Dirac fermions on a sphere with a fictitious monopole.

```python
# Result under test: in icosahedral fullerenes whose pentagon centres are joined by
# a lattice vector (h,k) with h-k divisible by 3, the pi electrons act at low energy
# as two Dirac fermions on a sphere with monopole charges g = +3/2 and g = -3/2:
#   E = +-(v/R) sqrt((j+1/2)^2 - g^2),  j = 1, 2, ...,  v = 3 t a / 2,
# with one zero-energy triplet (j = 1) for each sign of g.
# t: hopping, a: bond length, R: radius of the sphere with the area of the N atoms.
# Lattice Hamiltonian: H = -t on each bond. Lattice energies below are in units of t.
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm, null_space
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from numpy.polynomial.legendre import Legendre, leggauss

# ---------- valley holonomy from a periodic 3 x 3 honeycomb ----------
# Site coordinates are three times the components along two lattice vectors at
# 60 degrees; hexagon centres lie at multiples of 3.
sites = [(3*i + s, 3*j + s) for i in range(3) for j in range(3) for s in (1, 2)]
site_index = {s: n for n, s in enumerate(sites)}


def wrap(u, v):
    return site_index[(u % 9, v % 9)]


lattice_vectors = np.sqrt(3)*np.array([[1, 0], [0.5, np.sqrt(3)/2]])
sheet = np.zeros((18, 18))
velocity = np.zeros((2, 18, 18), complex)
for (u, v) in sites:
    if u % 3 == 1:
        for step in [(1, 1), (-2, 1), (1, -2)]:
            p, q = wrap(u, v), wrap(u + step[0], v + step[1])
            bond = np.array(step) @ lattice_vectors/3
            assert abs(np.linalg.norm(bond) - 1) < 1e-12
            sheet[p, q] = sheet[q, p] = -1
            for axis in range(2):
                velocity[axis, q, p] = 1j*bond[axis]
                velocity[axis, p, q] = -1j*bond[axis]
zero_space = null_space(sheet)
assert zero_space.shape[1] == 4


def project(operator):
    return zero_space.T @ operator @ zero_space


def permutation(move):
    matrix = np.zeros((18, 18))
    for s in sites:
        matrix[wrap(*move(*s)), site_index[s]] = 1
    return matrix


vx, vy = project(velocity[0]), project(velocity[1])
speed = np.sqrt(np.trace(vx @ vx).real/4)
assert abs(speed - 1.5) < 1e-12
alpha_x, alpha_y = vx/speed, vy/speed
assert np.allclose(alpha_x @ alpha_x, np.eye(4))
assert np.allclose(alpha_y @ alpha_y, np.eye(4))
assert np.allclose(alpha_x @ alpha_y + alpha_y @ alpha_x, 0)
rotation = project(permutation(lambda u, v: (-v, u + v)))
spin_rotation = expm(-1j*np.pi/6*(-1j*alpha_x @ alpha_y))
valley = rotation @ spin_rotation.conj().T
assert np.allclose(valley @ alpha_x, alpha_x @ valley)
assert np.allclose(valley @ alpha_y, alpha_y @ valley)
assert np.allclose(valley @ valley, -np.eye(4))
phases = np.sort(np.angle(np.linalg.eigvals(valley)))
assert np.allclose(phases, np.pi/2*np.array([-1, -1, 1, 1]))
for h, k in itertools.product(range(4), repeat=2):
    shift = project(permutation(lambda u, v: (u + 3*h, v + 3*k)))
    same = np.allclose(shift @ valley @ shift.T, valley)
    assert same == ((h - k) % 3 == 0)
charge = 12*phases[-1]/(4*np.pi)
assert abs(charge - 1.5) < 1e-12
charge = round(2*charge)/2


# ---------- Dirac operator on the sphere with a monopole ----------
def squared_levels(g, m, chirality, size=6):
    """Variational eigenvalues of D^dagger D for one spinor component, R = v = 1."""
    x, weight = leggauss(40)
    s = np.sqrt(1 - x*x)
    north = abs(chirality*(m + g) - 0.5)
    south = abs(chirality*(m - g) + 0.5)
    envelope = (1 - x)**(north/2)*(1 + x)**(south/2)
    log_slope = north/2*s/(1 - x) - south/2*s/(1 + x)
    potential = 0.5*x/s - chirality*(m + g*x)/s
    function, image = [], []
    for degree in range(size):
        poly = Legendre.basis(degree)
        function.append(envelope*poly(x))
        image.append(envelope*(-s*poly.deriv()(x) + (log_slope + potential)*poly(x)))
    function, image = np.array(function), np.array(image)
    return eigh((image*weight) @ image.T, (function*weight) @ function.T,
                eigvals_only=True)


zero_counts = {}
for g in (charge, -charge):
    for chirality in (1, -1):
        count = 0
        for m in range(-4, 5):
            found = squared_levels(g, m, chirality)
            lowest = abs(g) - 0.5 if chirality*g > 0 else abs(g) + 0.5
            j = max(abs(m), lowest) + np.arange(len(found))
            assert np.allclose(found, (j + 0.5)**2 - g*g, atol=1e-8)
            count += int(np.sum(np.abs(found) < 1e-8))
        zero_counts[g, chirality] = count
assert zero_counts[charge, 1] == 3 and zero_counts[charge, -1] == 0
assert zero_counts[-charge, -1] == 3 and zero_counts[-charge, 1] == 0
sphere_levels = np.sqrt(np.abs(squared_levels(charge, 0, 1)[:4]))


# ---------- fullerene graphs ----------
def triangulation(m):
    """Icosahedron with each edge divided into m parts, as a list of triangles."""
    golden = (1 + np.sqrt(5))/2
    corners = []
    for s1, s2 in itertools.product((1, -1), repeat=2):
        base = (0, s1, s2*golden)
        corners += [np.roll(base, r) for r in range(3)]
    corners = np.array(corners)

    def near(p, q):
        return abs(np.linalg.norm(corners[p] - corners[q]) - 2) < 1e-9

    faces = [f for f in itertools.combinations(range(12), 3)
             if near(f[0], f[1]) and near(f[1], f[2]) and near(f[0], f[2])]
    assert len(faces) == 20
    triangles = []
    for face in faces:
        def point(i, j):
            parts = zip(face, (m - i - j, i, j))
            return tuple(sorted((c, w) for c, w in parts if w))
        for i in range(m):
            for j in range(m - i):
                triangles.append((point(i, j), point(i+1, j), point(i, j+1)))
                if i + j < m - 1:
                    triangles.append((point(i+1, j), point(i+1, j+1), point(i, j+1)))
    return triangles


def hamiltonian(bonds, atoms):
    pairs = np.array(sorted(bonds))
    rows = np.concatenate([pairs[:, 0], pairs[:, 1]])
    cols = np.concatenate([pairs[:, 1], pairs[:, 0]])
    matrix = coo_matrix((-np.ones(len(rows)), (rows, cols)), shape=(atoms, atoms)).tocsc()
    assert np.all(np.asarray(matrix.sum(axis=0)) == -3)
    return matrix


def cage_mm(m):
    """Cage (m,m): truncated triangulation, one atom per directed edge."""
    triangles, index, bonds = triangulation(m), {}, set()

    def atom(u, v):
        return index.setdefault((u, v), len(index))

    for tri in triangles:
        for u, v, w in itertools.permutations(tri):
            bonds.add(tuple(sorted((atom(u, v), atom(u, w)))))
            bonds.add(tuple(sorted((atom(u, v), atom(v, u)))))
    assert len(index) == 60*m*m
    return hamiltonian(bonds, len(index))


def cage_m0(m):
    """Cage (m,0): dual of the triangulation, one atom per triangle."""
    triangles, sharing = triangulation(m), {}
    for n, tri in enumerate(triangles):
        for edge in itertools.combinations(tri, 2):
            sharing.setdefault(frozenset(edge), []).append(n)
    return hamiltonian({tuple(pair) for pair in sharing.values()}, len(triangles))


def central_levels(matrix, keep=26):
    """Eigenvalues nearest zero; block inverse iteration keeps all degenerate copies."""
    atoms = matrix.shape[0]
    if atoms <= 1000:
        values = np.linalg.eigvalsh(matrix.toarray())
        return np.sort(values[np.argsort(np.abs(values))[:keep]]), values
    solver = splu(matrix)
    block = np.random.default_rng(1).standard_normal((atoms, 60))
    for _ in range(30):
        block = np.linalg.qr(solver.solve(block))[0]
    values, mix = np.linalg.eigh(block.T @ (matrix @ block))
    order = np.argsort(np.abs(values))[:keep]
    vectors = block @ mix[:, order]
    residual = matrix @ vectors - vectors*values[order]
    assert np.max(np.linalg.norm(residual, axis=0)) < 1e-6
    return np.sort(values[order]), None


def multiplets(values):
    groups = np.split(values, np.where(np.diff(values) > 1e-6)[0] + 1)
    return [(group.mean(), len(group)) for group in groups]


def radius(atoms):
    return np.sqrt(atoms*3*np.sqrt(3)/4/(4*np.pi))


# ---------- cages (m,m): two triplets approach zero ----------
table = []
for m in (1, 2, 4, 5, 10):
    cage = cage_mm(m)
    atoms = cage.shape[0]
    window, full = central_levels(cage)
    levels = multiplets(window)
    nearest = sorted(levels, key=lambda item: abs(item[0]))[:2]
    assert [item[1] for item in nearest] == [3, 3]
    triplets = sorted(item[0] for item in nearest)
    if full is not None:
        assert np.sum(full < triplets[0] - 1e-6) == atoms//2
    below = max((item for item in levels if item[0] < triplets[0] - 1e-6))
    above = min((item for item in levels if item[0] > triplets[1] + 1e-6))
    assert below[1] == 5
    unit = speed/radius(atoms)
    table.append((atoms, unit, below[0], triplets[0], triplets[1], above[0]))
reduced = [np.mean(row[3:5])/row[1] for row in table]
assert all(later < earlier for earlier, later in zip(reduced, reduced[1:]))
assert reduced[-1] < 0.2*min(-table[-1][2], table[-1][5])/table[-1][1]
lower_shell = window[window < triplets[0] - 1e-6]/unit
upper_shell = window[window > triplets[1] + 1e-6]/unit
assert len(lower_shell) == 10 and len(upper_shell) == 10
shell_mean = (upper_shell.mean() - lower_shell.mean())/2
assert abs(shell_mean/sphere_levels[1] - 1) < 0.25  # polyhedron is not a round sphere

# Apex exponent of the polyhedral zero modes and the resulting energy law in N.
apex_exponent = (-phases[-1]/(2*np.pi) + 1/12)/(5/6)
predicted_power = -(2 + 2*apex_exponent)/2
measured_power = (np.log(np.mean(table[-1][3:5])/np.mean(table[-2][3:5]))
                  / np.log(table[-1][0]/table[-2][0]))
assert abs(measured_power - predicted_power) < 0.1  # finite-size corrections remain

# ---------- cages (m,0): the pattern needs m divisible by 3 ----------
control = []
for m in (3, 4, 5, 6):
    cage = cage_m0(m)
    window, full = central_levels(cage)
    nearest = sorted(multiplets(window), key=lambda item: abs(item[0]))[:2]
    counts = [item[1] for item in nearest]
    assert (counts == [3, 3]) == (m % 3 == 0)
    unit = speed/radius(cage.shape[0])
    control.append((m, cage.shape[0], counts, [item[0]/unit for item in nearest]))

# ---------- worked example and output ----------
hopping, bond_length = 0.1, 2.7
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0]*1e10
print(f"Dirac speed from the honeycomb: {speed:.4f} t a")
print("valley holonomy phases / pi:", np.round(phases/np.pi, 4))
print(f"monopole charge from 12 pentagons: +-{charge:.2f}")
for (g, chirality), count in zero_counts.items():
    name = "upper" if chirality == 1 else "lower"
    print(f"zero modes, g = {g:+.1f}, {name} component: {count}")
print("sphere levels j = 1..4 in v/R:", np.round(sphere_levels, 4))
print(f"C60 example: t = {hopping} hartree, a = {bond_length} bohr")
c60_radius = radius(60)*bond_length
c60_unit = table[0][1]*hopping
print(f"C60 radius: {c60_radius:.4f} bohr = {c60_radius*bohr_angstrom:.4f} angstrom")
print(f"C60 v/R: {c60_unit:.5f} hartree = {c60_unit*hartree_ev:.4f} eV")
print(f"C60 sphere level j = 2: {sphere_levels[1]*c60_unit:.5f} hartree"
      f" = {sphere_levels[1]*c60_unit*hartree_ev:.4f} eV")
for name, value in zip(("fivefold level below", "first triplet", "second triplet",
                        "next level above"), table[0][2:]):
    print(f"C60 lattice, {name}: {value:.4f} t = {value*hopping:.5f} hartree"
          f" = {value*hopping*hartree_ev:.4f} eV")
print("cages (m,m), energies in v/R: below, triplet 1, triplet 2, above, triplet mean")
for row, mean in zip(table, reduced):
    print(f"C{row[0]}:", " ".join(f"{value/row[1]:.4f}" for value in row[2:]), f"{mean:.4f}")
print(f"C{table[-1][0]} mean of ten levels below: {lower_shell.mean():.4f} v/R")
print(f"C{table[-1][0]} mean of ten levels above: {upper_shell.mean():.4f} v/R")
print(f"C{table[-1][0]} mean distance of this shell from zero, averaged: {shell_mean:.4f} v/R")
print(f"apex exponent of polyhedral zero modes: {apex_exponent:.4f}")
print(f"power of N for triplet energy, estimate: {predicted_power:.4f}")
print(f"power of N, C{table[-2][0]} to C{table[-1][0]}: {measured_power:.4f}")
print("cages (m,0): multiplicities and energies (v/R) of the two levels nearest zero")
for m, atoms, counts, energies in control:
    print(f"m = {m}, C{atoms}: {counts[0]}, {counts[1]};"
          f" {energies[0]:.4f}, {energies[1]:.4f}")
print("verified")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 209, in <module>
    window, full = central_levels(cage)
                   ^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 191, in central_levels
    assert np.max(np.linalg.norm(residual, axis=0)) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the eigenvalue solver for cages above 1000 atoms: it took Ritz values of H itself from a 60-vector block whose last vectors had not converged. Those vectors mix positive and negative levels, so they can give false values near zero, which were then selected and failed the residual test. The Ritz step now uses the inverse of H, where such mixtures cannot pass for levels near zero; the iterations rise from 30 to 40, and the solver is also checked against full diagonalization for C960. The physics, the tested quantities and all earlier tolerances are unchanged.

Diff:

```diff
@@ -175,20 +175,34 @@
 
 
+def inverse_iteration(matrix, keep):
+    """Levels nearest zero from a block that holds all degenerate copies.
+
+    The Ritz step uses the inverse matrix: unconverged mixtures of positive and
+    negative levels then get small inverse values and are not taken for levels
+    near zero.
+    """
+    solver = splu(matrix)
+    block = np.random.default_rng(1).standard_normal((matrix.shape[0], 60))
+    for _ in range(40):
+        block = np.linalg.qr(solver.solve(block))[0]
+    inverse = block.T @ solver.solve(block)
+    inverse_values, mix = np.linalg.eigh((inverse + inverse.T)/2)
+    order = np.argsort(-np.abs(inverse_values))[:keep]
+    values, vectors = 1/inverse_values[order], block @ mix[:, order]
+    residual = matrix @ vectors - vectors*values
+    assert np.max(np.linalg.norm(residual, axis=0)) < 1e-6
+    return np.sort(values)
+
+
 def central_levels(matrix, keep=26):
-    """Eigenvalues nearest zero; block inverse iteration keeps all degenerate copies."""
+    """Eigenvalues nearest zero and, for small cages, the whole spectrum."""
     atoms = matrix.shape[0]
-    if atoms <= 1000:
-        values = np.linalg.eigvalsh(matrix.toarray())
-        return np.sort(values[np.argsort(np.abs(values))[:keep]]), values
-    solver = splu(matrix)
-    block = np.random.default_rng(1).standard_normal((atoms, 60))
-    for _ in range(30):
-        block = np.linalg.qr(solver.solve(block))[0]
-    values, mix = np.linalg.eigh(block.T @ (matrix @ block))
-    order = np.argsort(np.abs(values))[:keep]
-    vectors = block @ mix[:, order]
-    residual = matrix @ vectors - vectors*values[order]
-    assert np.max(np.linalg.norm(residual, axis=0)) < 1e-6
-    return np.sort(values[order]), None
+    if atoms > 1000:
+        return inverse_iteration(matrix, keep), None
+    values = np.linalg.eigvalsh(matrix.toarray())
+    window = np.sort(values[np.argsort(np.abs(values))[:keep]])
+    if atoms > 900:
+        assert np.allclose(inverse_iteration(matrix, keep), window, rtol=0, atol=1e-8)
+    return window, values
 
 
```

After the repair:

```
Dirac speed from the honeycomb: 1.5000 t a
valley holonomy phases / pi: [-0.5 -0.5  0.5  0.5]
monopole charge from 12 pentagons: +-1.50
zero modes, g = +1.5, upper component: 3
zero modes, g = +1.5, lower component: 0
zero modes, g = -1.5, upper component: 0
zero modes, g = -1.5, lower component: 3
sphere levels j = 1..4 in v/R: [0.     2.     3.1623 4.2426]
C60 example: t = 0.1 hartree, a = 2.7 bohr
C60 radius: 6.7243 bohr = 3.5583 angstrom
C60 v/R: 0.06023 hartree = 1.6389 eV
C60 sphere level j = 2: 0.12046 hartree = 3.2779 eV
C60 lattice, fivefold level below: -0.6180 t = -0.06180 hartree = -1.6818 eV
C60 lattice, first triplet: 0.1386 t = 0.01386 hartree = 0.3771 eV
C60 lattice, second triplet: 0.3820 t = 0.03820 hartree = 1.0394 eV
C60 lattice, next level above: 1.3028 t = 0.13028 hartree = 3.5450 eV
cages (m,m), energies in v/R: below, triplet 1, triplet 2, above, triplet mean
C60: -1.0261 0.2301 0.6342 2.1630 0.4321
C240: -1.4504 0.1981 0.3995 1.9366 0.2988
C960: -1.6936 0.1472 0.2456 1.9739 0.1964
C1500: -1.7397 0.1326 0.2110 1.9771 0.1718
C6000: -1.8302 0.0941 0.1332 1.9771 0.1137
C6000 mean of ten levels below: -1.8606 v/R
C6000 mean of ten levels above: 2.0077 v/R
C6000 mean distance of this shell from zero, averaged: 1.9341 v/R
apex exponent of polyhedral zero modes: -0.2000
power of N for triplet energy, estimate: -0.8000
power of N, C1500 to C6000: -0.7979
cages (m,0): multiplicities and energies (v/R) of the two levels nearest zero
m = 3, C180: 3, 3; 0.1938, 0.4141
m = 4, C320: 4, 4; -0.5670, 1.0775
m = 5, C500: 4, 4; -0.7159, 1.1105
m = 6, C720: 3, 3; 0.1543, 0.2647
verified
```
